Half the Perdew-Zunger correction: equilibrium bonds versus stretched H2+

**1. Two numbers that seem to disagree**

For N2, O2 and F2 near their equilibrium bond lengths, in the 6-311G* basis, against rough measured values and with the correction evaluated on unrelaxed localized orbitals (Section 8), the PBE functional gives atomization energies with a mean absolute error of about 0.7 eV. Subtracting the full Perdew-Zunger self-interaction term raises this error to about 1.1 eV, while subtracting half of it lowers the error to about 0.2 eV. For H2+ stretched to 10 bohr in a minimal basis, PBE puts the energy 2.71 eV below the exact energy in that basis, and half the correction still leaves it 1.36 eV too low. One factor is therefore close to a good choice in the first case and does half the job in the second.

The functional in question is

E_α = E_DFA − α Σ_i S_i,  S_i = E_H[n_i] + E_xc[n_i, 0].

Here E_DFA is the energy of the approximate functional, n_i is the density of one occupied spin orbital, E_H is its Hartree energy and E_xc[n_i, 0] its fully spin-polarized exchange-correlation energy. A single electron does not repel itself, so S_i would vanish for the exact functional. The uncorrected functional has α = 0 and the full correction has α = 1.

An energy error below means the approximate energy minus the exact one. The contributions are separated in a model with two equal sites.

**2. The model**

Each site carries one orbital, a or b, and the two are orthogonal. An electron hops between them with matrix element −t. Two electrons repel with energy U on the same site and V on different sites. Site energies, nuclear attraction and nuclear repulsion are the same for every distribution of a given number of electrons, so they cancel from all errors and are omitted.

The approximate functional has the full Hartree energy and a local exchange energy,

E_H = (U/2)(n_a² + n_b²) + V n_a n_b,
E_x = −(U/2) Σ_σ (n_aσ^(4/3) + n_bσ^(4/3)).

The power 4/3 is that of the local density approximation. The prefactor makes one electron on one site exact: U/2 − U/2 = 0. The separated atoms then have no error, and an energy error of the molecule is also an error of its binding energy. A positive error means that the bond is too weak.

**3. First contribution: the self-interaction of a shared electron**

In the bonding orbital (a + b)/√2 an electron has population 1/2 on each site. Its Hartree energy is

(U/2)(1/4 + 1/4) + V/4 = (U + V)/4,

and its exchange energy is

−(U/2) · 2 · (1/2)^(4/3) = −2^(−4/3) U.

The self-interaction energy per shared electron is the sum,

s = (U + V)/4 − 2^(−4/3) U.

Sharing reduces the on-site Hartree energy from U/2 to U/4, a factor of 0.5. It reduces the exchange energy from U/2 to 0.397U, a factor of 0.794. Exchange falls more slowly, so the cancellation that held on one site is lost and the shared electron is bound too strongly.

The intersite term V/4 opposes this. Setting s = 0 gives 1 + V/U = 4 · 2^(−4/3) = 2^(2/3), so s is negative when V/U < 0.587.

**4. Second contribution: the correlation missing from the corrected energy**

Now place two electrons of opposite spin in the bonding orbital. Each site has total population 1. The hopping energy is −2t, the Hartree energy is U + V, and the exchange energy is twice that of one electron:

E_0 = −2t + U + V − 2 · 2^(−4/3) U.

From the definition of s, −2 · 2^(−4/3) U = 2s − (U + V)/2. Therefore

E_0 = −2t + (U + V)/2 + 2s.

The correction subtracts α · 2s, which gives

E_α = −2t + (U + V)/2 + 2(1 − α)s.

At α = 1 this is the restricted Hartree-Fock energy of the model. The electrons no longer repel themselves, but they still move independently, and half of the time they are found on the same site.

For the exact energy, take the symmetric ionic state, with both electrons on a or both on b, and the symmetric covalent state, with one electron on each site. Their energies are U and V. Each is a sum of two determinants with coefficient 1/√2, and all four matrix elements between the determinants are −t, so the coupling is 4 · (1/2) · (−t) = −2t. The lower eigenvalue is

E_exact = (U + V)/2 − √(4t² + (U − V)²/4).

It lies below U and V, which are the energies of the two remaining, uncoupled combinations. The correlation energy missing at α = 1 is

c = E_1 − E_exact = √(4t² + (U − V)²/4) − 2t ≥ 0.

The restricted solution must also be stable. Shift the spin-up populations to 1/2 ± x and the spin-down populations to 1/2 ∓ x. At α = 1 the hopping energy becomes −4t√(1/4 − x²) ≈ −2t + 4t x². The on-site repulsion becomes 2U(1/4 − x²) and the intersite repulsion 2V(1/4 + x²), which together change by −2(U − V)x². The symmetric state resists this distortion if U − V < 2t. For α < 1 the energy also contains the retained self-interaction (1 − α)(S_↑ + S_↓). For populations 1/2 ± x the Hartree part of each S changes by (U − V)x² and the exchange part by −(U/2)(4/9)2^(2/3)x² = −0.353U x², so each S changes by (0.647U − V)x². This is positive whenever s is negative (V/U < 0.587), so the same condition then secures stability at α = 0 and 1/2; for V/U > 0.647 stability at α < 1 must be checked separately. The two-electron results below are thus limited to bonds that are not strongly stretched.

**5. Weighing the two contributions in a bond**

Subtracting E_exact from E_α gives the two-electron error,

e(α) = c + 2(1 − α)s.

The errors at α = 0, 1/2 and 1 are c + 2s, c + s and c. If s is negative, the self-interaction that is kept lowers the energy and stands in for the missing correlation.

Write s = −|s|. Half the correction beats the full one if |c − |s|| < c, which means |s| < 2c. It beats no correction if |c − |s|| < |c − 2|s||. Squaring both sides gives

c² − 2c|s| + |s|² < c² − 4c|s| + 4|s|²,

so 2c|s| < 3|s|², or |s| > 2c/3. One half is better than both ends when

2c/3 < |s| < 2c.

The error vanishes at α* = 1 − c/(2|s|), provided that c ≤ 2|s|. This equals 1/2 when |s| = c, and nothing in the model enforces that equality.

Take U = 10 eV, V = 4 eV and t = 4 eV. These are round values with V/U = 0.4, and U − V = 6 eV is below 2t = 8 eV. Then

s = 14/4 − 3.969 = −0.469 eV,
c = √(64 + 9) − 8 = 0.544 eV.

The errors are

α = 0: 0.544 − 0.937 = −0.393 eV,
α = 1/2: 0.544 − 0.469 = +0.075 eV,
α = 1: +0.544 eV.

The uncorrected bond is too strong, the fully corrected bond is too weak, and one half falls between them. The best factor here is 0.42.

The advantage is lost outside the window. If |s| < 2c/3, the uncorrected functional (α = 0) is better than half. If |s| > 2c, the full correction is better. If s is positive and the symmetric state remains the minimum (Section 4), the errors c + 2s > c + s > c are all positive, and the full correction is the best of the three.

**6. The same weighing with one electron**

One electron has no partner to avoid, so c = 0. For any one-electron density, subtracting S in full leaves the exact energy, and therefore

e(α) = (1 − α)S at fixed density.

There is no second error for the retained part to cancel. At infinite separation V = 0 and t = 0, and with U = 10 eV

s = 2.5 − 3.969 = −1.469 eV.

Half the correction leaves −0.734 eV. The exact energy here is zero however the electron is divided between the sites, but the half-corrected functional still favours equal sharing by 0.734 eV.

The loss of cancellation can be followed in real H2+ with local exchange and one STO-3G function per atom. At 40 bohr the two half-densities do not overlap appreciably. The exchange energy changes from −9.037 eV in the atom to −7.173 eV in the ion, a ratio of 0.794 = 2 · (1/2)^(4/3). The Hartree energy changes from 10.539 to 5.440 eV. This is half the atomic value plus the small repulsion between the two halves. The sum goes from +1.502 to −1.733 eV. The atomic sum is not zero, so the model's assumption of an exact atom is an idealization for this functional. The change on sharing, −3.235 eV, has the sign the model predicts.

**7. What relaxation of the density adds**

In a minimal basis, symmetry fixes the bonding orbital of H2+, so S is the same number for every α. With PBE at 10 bohr the error relative to the exact energy in the same basis is −2.715 eV at α = 0 and −1.357 eV at α = 1/2, a ratio of 0.500.

In a larger basis the density can respond. Let F[n] be the exact one-electron energy functional and E(α) the minimum of F + (1 − α)S over densities. At α = 1/2,

F + S/2 = (F + S)/2 + F/2 ≥ E(0)/2 + E(1)/2,

because each part is at least half of its own minimum. Since E(1) is exact, subtracting it from both sides gives e(1/2) ≥ e(0)/2. When the errors are negative, as here, at most half of the error remains. In cc-pVTZ the errors are −2.208 and −1.071 eV, a ratio of 0.485. On the exact density the ratio would be exactly one half. Relaxation lowers the energy and so deepens both errors, the uncorrected one proportionally more, which leaves the error at α = 1/2 about 0.03 eV smaller in size than half the error at α = 0. The statement that half remains holds closely in this basis too.

**8. How far the model carries over to real molecules**

The atomization energies below are in eV, from PBE in the 6-311G* basis at rounded bond lengths. The correction was evaluated on Foster-Boys localized orbitals, with core and valence localized separately, without reoptimizing them. The result depends on this choice: Edmiston-Ruedenberg orbitals lower the α = 1 entries by about 0.03 eV for N2 and O2 and by about 0.1 eV for F2. The last entry is a rough measured size, used as a yardstick.

N2: α = 0, 10.4; α = 1/2, 9.8; α = 1, 9.2; measured roughly 9.9
O2: α = 0, 6.2; α = 1/2, 5.0; α = 1, 3.7; measured roughly 5.2
F2: α = 0, 2.2; α = 1/2, 1.4; α = 1, 0.6; measured roughly 1.7

In each molecule PBE binds too strongly and the full correction too weakly, as in the model bond. The gain from one half in F2, from an error of about 0.5 to about 0.3 eV, is uncertain given the rough yardstick, the finite basis and the unrelaxed orbitals. The entries are not converged with the basis: in def2-TZVP the F2 values rise to 2.3, 1.6 and 0.8 eV, shifts of 0.10, 0.17 and 0.25 eV, so the errors at α = 0 and 1/2 become about 0.6 and 0.1 eV. The order of the three errors is unchanged, but the mean errors quoted in Section 1 belong to the 6-311G* basis. Three molecules do not establish an average over chemistry.

In F2 the weakening can be traced to the bond orbital. An electron in the bond orbital has S = −1.54 eV, while the spin-up valence orbitals of the atom have a mean of −0.74 eV. Subtracting S therefore raises the energy of the shared electrons more than that of typical atomic ones, which weakens the bond. Two electrons with this difference account for 2 · 0.80 ≈ 1.6 eV, and the full correction lowers the atomization energy by the same amount, 2.20 − 0.59 ≈ 1.6 eV. The agreement is close because the other orbitals contribute almost nothing in total. The core terms change by less than 0.01 eV, and the lone pairs of F2 have a mean S of −0.66 eV, the same as the mean of the atomic orbitals they replace (three spin-up at −0.74 eV and three spin-down at −0.59 eV per atom). The match depends on taking the spin-up orbital as the one that enters the bond; the mean over all seven valence orbitals would give about 1.7 eV. It also depends on the localization. With Edmiston-Ruedenberg orbitals the bond orbital has S = −1.77 eV, so the two bond electrons give about 2.1 eV, of which the lone pairs (mean −0.63 eV) offset about 0.35 eV, leaving a total of 1.7 eV. In def2-TZVP the Foster-Boys bond value is −1.49 eV. The difference of 0.80 eV is not due to sharing alone, however. The localized atomic orbitals are s-p hybrids, and an unhybridized 2p orbital of the atom already has S ≈ −1.6 eV. The change in orbital shape therefore matters too, and F2 does not isolate the first contribution.

The second contribution was not isolated in these molecules either. That their underbinding at α = 1 reflects missing correlation between the two ends of the bond is an interpretation suggested by the model.

**9. Why no constant factor serves both cases**

The model bond needs α = 0.42 and the one-electron ion needs α = 1. The difference comes from c, which a constant factor cannot detect. Changing one half to another constant moves the compromise without removing the conflict. To satisfy both cases, the factor would have to reach 1 where a single electron is present and be smaller in the shared electron pair.

The numerical check checks the model errors against diagonalization, inside and outside the window, the dilution of local exchange by quadrature on real 1s densities, and the PBE errors of H2+ against separate self-consistent calculations.

Numbers as computed

```
MODEL: U, V, t (eV): 10.0 4.0 4.0
Shared-electron self-interaction s in bond (eV): -0.4685
Missing correlation c in bond (eV): 0.5440
Bond errors, alpha=0, 1/2, 1 (eV): -0.3930 0.0755 0.5440
Best alpha for this bond: 0.419
V/U below which s is negative: 0.5874
Window for |s| where 1/2 wins (eV): 0.3627 to 1.0880
Stretched-ion errors, alpha=0, 1/2, 1 (eV): -1.4685 -0.7343 0.0000
H2+ LOCAL EXCHANGE, STO-3G, separation (bohr): 40
Atom: Hartree, exchange, sum (eV): 10.539 -9.037 1.502
Ion:  Hartree, exchange, sum (eV): 5.440 -7.173 -1.733
Exchange ratio ion/atom: 0.7937
H2+ WITH PBE, separation (bohr): 10
sto-3g: exact energy in basis (eV): -12.6976
sto-3g: errors alpha=0, 1/2 (eV): -2.7146 -1.3573; ratio 0.5000
cc-pvtz: exact energy in basis (eV): -13.6107
cc-pvtz: errors alpha=0, 1/2 (eV): -2.2082 -1.0708; ratio 0.4849
DIATOMICS, PBE/6-311G*, PZ on Foster-Boys orbitals
N2: length (angstrom) 1.1; rough measured (eV) 9.9
N2: atomization, alpha=0, 1/2, 1 (eV): 10.42 9.83 9.24
O2: length (angstrom) 1.2; rough measured (eV) 5.2
O2: atomization, alpha=0, 1/2, 1 (eV): 6.17 4.95 3.74
F2: length (angstrom) 1.4; rough measured (eV) 1.7
F2: atomization, alpha=0, 1/2, 1 (eV): 2.20 1.40 0.59
F2 bond orbital S per electron (eV): -1.544
F atom mean spin-up valence S (eV): -0.737
Mean binding error, alpha=0, 1/2, 1 (eV): 0.7 -0.2 -1.1
Mean absolute error, alpha=0, 1/2, 1 (eV): 0.7 0.2 1.1
```
